# Effective-mode energy and Huang–Rhys factor of a displaced harmonic lattice, part 1

(Sections cited here and not found follow in the second part.)

## First half: energy, phonon number and the inequality

### Definitions and conventions

A defect changes its electronic state, and the surrounding atoms find that their equilibrium positions have moved. Call the electronic state before the transition $i$ and the one after it $f$. Both potential surfaces are taken as harmonic, with the same normal modes and the same frequencies $\omega_k>0$. Only the positions of the minima differ. The formulas are in Hartree atomic units, so $\hbar=1$ and a frequency is also the energy of one phonon.

Let $Q_k$ be the mass-weighted coordinate of mode $k$, measured from the minimum of state $i$, and let $P_k$ be its momentum. The minimum of state $f$ lies at $Q_k=q_k$. The two surfaces are

$$V_i=\tfrac12\sum_k\omega_k^2Q_k^2,\qquad V_f=\varepsilon_0+\tfrac12\sum_k\omega_k^2(Q_k-q_k)^2 .$$

Here $\varepsilon_0$ is the energy difference of the minima. Since the frequencies are equal, the zero-point energies cancel and $\varepsilon_0$ is also the zero-phonon transition energy.

A vertical transition from $Q_k=0$ arrives on surface $f$ above its minimum. The height is the relaxation energy

$$E=\tfrac12\sum_k\omega_k^2q_k^2 .$$

The Huang–Rhys factor of a mode and the total factor are

$$S_k=\tfrac12\omega_kq_k^2,\qquad S=\sum_kS_k .$$

At least one $q_k$ is nonzero. The total displacement and the weights that it defines are

$$\Delta Q^2=\sum_kq_k^2,\qquad p_k=\frac{q_k^2}{\Delta Q^2},\qquad \langle g(\omega)\rangle=\sum_kp_kg(\omega_k).$$

The weights are non-negative and add up to one. The effective mode is a single oscillator with displacement $\Delta Q$ and frequency $\Omega=\langle\omega^2\rangle^{1/2}$. Its Huang–Rhys factor is $S_{\rm eff}=\tfrac12\Omega\Delta Q^2$.

The claim has two parts. The effective mode has relaxation energy $E$, and $S_{\rm eff}\ge S$. Equality in the second part holds if and only if all modes with $q_k\ne0$ have the same frequency. Modes that are not displaced carry no weight, so their frequencies are free.

### One mode: what the Huang–Rhys factor counts

Start with one mode of frequency $\omega$ and displacement $q$. The sign of a normal coordinate is a free choice, so take $q\ge0$. The lowering operator for oscillations about the minimum of state $i$ is

$$b=\sqrt{\frac{\omega}{2}}\left(Q+\frac{iP}{\omega}\right).$$

For oscillations about the minimum of state $f$, replace $Q$ by $Q-q$:

$$b'=b-\sqrt{\frac{\omega}{2}}\,q=b-\sqrt S .$$

The last form uses $S=\omega q^2/2$. The lowest vibrational state $|0'\rangle$ of surface $f$ obeys $b'|0'\rangle=0$, and therefore $b|0'\rangle=\sqrt S\,|0'\rangle$.

Expand this state in the phonon states of surface $i$, $|0'\rangle=\sum_nc_n|n\rangle$. Since $b|n\rangle=\sqrt n\,|n-1\rangle$, comparing the coefficients of $|n\rangle$ gives

$$\sqrt{n+1}\,c_{n+1}=\sqrt S\,c_n,\qquad c_n=c_0\frac{S^{n/2}}{\sqrt{n!}} .$$

Normalization requires $1=c_0^2\sum_nS^n/n!=c_0^2e^S$. The phonon probabilities are thus

$$|c_n|^2=e^{-S}\frac{S^n}{n!}.$$

The mean phonon number is

$$\sum_nn|c_n|^2=e^{-S}S\sum_{n\ge1}\frac{S^{n-1}}{(n-1)!}=S .$$

The Huang–Rhys factor is a mean number of phonons, and the probability of a transition between the two lowest vibrational states is $e^{-S}$. The mean phonon energy is $\omega S=\tfrac12\omega^2q^2=E$, which ties the quantum count to the classical energy.

Two limits agree with this reading. If $q\to0$, then $S\to0$ and the overlap tends to one: an undisplaced oscillator need not be excited. If $S$ is large, the Poisson distribution has mean $S$ and standard deviation $\sqrt S$, so its relative spread $1/\sqrt S$ becomes small and the energy approaches a classical value.

For several independent modes the vibrational states are products. Mean phonon numbers add, and overlaps multiply. At zero temperature the zero-phonon weight is therefore $\prod_ke^{-S_k}=e^{-S}$, with the total $S$ in the exponent.

### Two modes: the straight path between the minima

Now let there be two displaced modes with frequencies $\omega_1$ and $\omega_2$. Move from the minimum of one surface in a straight line by the fraction $t$ of the full displacement. The energy gained is

$$\tfrac12\omega_1^2(tq_1)^2+\tfrac12\omega_2^2(tq_2)^2=t^2E .$$

The distance travelled in mass-weighted space is $s=t\Delta Q$, so $t^2=s^2/\Delta Q^2$. The same energy is

$$\frac{E}{\Delta Q^2}\,s^2=\tfrac12\Omega^2s^2,\qquad \Omega^2=\frac{2E}{\Delta Q^2}.$$

The curvature along the line is that of one oscillator. Write $p$ for the weight of the second mode. Then

$$\Omega^2=(1-p)\omega_1^2+p\,\omega_2^2,\qquad \langle\omega\rangle=(1-p)\omega_1+p\,\omega_2 .$$

The energy contains squares of frequencies, while the phonon number contains first powers. To compare them, subtract the square of the mean:

$$\begin{aligned}\Omega^2-\langle\omega\rangle^2&=(1-p)\omega_1^2+p\omega_2^2-(1-p)^2\omega_1^2-p^2\omega_2^2-2p(1-p)\omega_1\omega_2\\&=p(1-p)(\omega_2-\omega_1)^2\ge0 .\end{aligned}$$

The last line uses $(1-p)-(1-p)^2=p(1-p)$ and $p-p^2=p(1-p)$. Both frequencies are positive, so $\Omega\ge\langle\omega\rangle$. Multiplication by $\Delta Q^2/2$ gives $S_{\rm eff}\ge S$.

At $p=0$ or $p=1$ one mode is left and the difference vanishes. It also vanishes when $\omega_1=\omega_2$. The opposite limit is a very soft first mode. With $p>0$ fixed and $\omega_1\to0$,

$$\frac{S_{\rm eff}}{S}\to\frac{\sqrt p\,\omega_2}{p\,\omega_2}=\frac1{\sqrt p}.$$

This ratio can be as large as one likes if $p$ is small. The effective mode is therefore not safe for phonon counting merely because its energy is right. A soft mode may carry most of the displacement while a stiff mode carries most of the energy.

The straight path is a construction, not a trajectory. At the starting point of a vertical transition the force components are $\omega_k^2q_k$, and the displacement components are $q_k$. These vectors are parallel only when the displaced modes have equal frequencies. Otherwise the lattice leaves the line as soon as it begins to relax.

### Many modes: the energy identity in Cartesian coordinates

Let $\Delta R$ be the column of Cartesian atomic displacements between the minima, $M$ the diagonal mass matrix and $H$ the matrix of second derivatives of the energy. The normal-mode vectors $e_k$ are orthonormal and satisfy

$$M^{-1/2}HM^{-1/2}e_k=\omega_k^2e_k,\qquad q_k=e_k^TM^{1/2}\Delta R .$$

Since the vectors are complete, $M^{1/2}\Delta R=\sum_kq_ke_k$. Insert this into the two quadratic forms:

$$\Delta R^TM\Delta R=\sum_{jk}q_jq_k\,e_j^Te_k=\Delta Q^2,$$

$$\Delta R^TH\Delta R=\sum_{jk}q_jq_k\,e_j^TM^{-1/2}HM^{-1/2}e_k=\sum_k\omega_k^2q_k^2=2E .$$

Their ratio is the squared frequency of the effective mode:

$$\Omega^2=\frac{\Delta R^TH\Delta R}{\Delta R^TM\Delta R}=\sum_kp_k\omega_k^2=\langle\omega^2\rangle .$$

It follows at once that

$$\tfrac12\Omega^2\Delta Q^2=\tfrac12\sum_k\omega_k^2q_k^2=E .$$

This proves the first part of the claim. It also shows why a scan of the energy along the straight line suffices to find $\Omega$ on a harmonic surface. The separate frequencies are not needed.

The scan cannot supply $S$. It gives $\Delta Q$ and $E$, and these fix $S_{\rm eff}=\Delta Q\sqrt{E/2}$, because $\Omega=\sqrt{2E}/\Delta Q$. The missing information is how the displacement is divided among frequencies.

A periodic crystal has uniform translations of zero frequency, which were excluded by $\omega_k>0$. They must also be removed from $\Delta R$ by aligning the centres of mass. In a free cluster or molecule, rigid rotations must be removed as well. A rigid shift left in the data does not change $E$ or $S$, but it increases $\Delta Q$. The formula $S_{\rm eff}=\Delta Q\sqrt{E/2}$ then gives too large a value for a reason unrelated to relaxation.

### Many modes: the inequality and the size of the excess

The two-mode subtraction generalizes to a double sum. Expand the square and use $\sum_kp_k=1$:

$$\begin{aligned}\tfrac12\sum_{jk}p_jp_k(\omega_j-\omega_k)^2&=\tfrac12\langle\omega^2\rangle+\tfrac12\langle\omega^2\rangle-\langle\omega\rangle^2\\&=\Omega^2-\langle\omega\rangle^2 .\end{aligned}$$

The left side cannot be negative. Since $S=\tfrac12\Delta Q^2\langle\omega\rangle$, this proves $S_{\rm eff}\ge S$. The left side is zero if and only if $\omega_j=\omega_k$ for every pair with $p_jp_k>0$. That is the stated equality condition.

The right side is the variance of the frequencies, $\operatorname{Var}(\omega)$. Factor it as $(\Omega-\langle\omega\rangle)(\Omega+\langle\omega\rangle)$ to obtain the excess:

$$S_{\rm eff}-S=\frac{\Delta Q^2}{2}\,\frac{\operatorname{Var}(\omega)}{\Omega+\langle\omega\rangle},\qquad \frac{S_{\rm eff}}{S}=\sqrt{1+\frac{\operatorname{Var}(\omega)}{\langle\omega\rangle^2}} .$$

For a narrow frequency distribution the ratio is approximately $1+\operatorname{Var}(\omega)/(2\langle\omega\rangle^2)$. The excess of $S_{\rm eff}$ over $S$ thus starts at second order in the relative spread.

There is also an upper bound when all displaced modes lie between $a$ and $c$, with $0<a<c$. For each of them $(\omega-a)(c-\omega)\ge0$. Averaging gives $\langle\omega^2\rangle\le(a+c)\langle\omega\rangle-ac$. Divide by $\langle\omega\rangle^2$ and set $v=1/\langle\omega\rangle$:

$$\left(\frac{S_{\rm eff}}{S}\right)^2\le(a+c)v-acv^2=\frac{(a+c)^2}{4ac}-ac\left(v-\frac{a+c}{2ac}\right)^2 .$$

The last square is non-negative, hence

$$\frac{S_{\rm eff}}{S}\le\frac{a+c}{2\sqrt{ac}} .$$

To reach the bound, all weight must sit at the end points and $\langle\omega\rangle=2ac/(a+c)$. If the weight at $c$ is $p$, then $a+p(c-a)=2ac/(a+c)$, so $p=a/(a+c)$. As $c\to a$ the bound tends to one. As $a\to0$ it diverges, in agreement with the soft-mode limit.

### Why the energy can be right and the phonon count wrong

The energy released per phonon in the full set of modes is

$$\frac ES=\frac{\sum_kS_k\omega_k}{\sum_kS_k}=\frac{\langle\omega^2\rangle}{\langle\omega\rangle}=\Omega\,\frac{\Omega}{\langle\omega\rangle}\ge\Omega .$$

The same energy is divided into quanta whose mean size is at least $\Omega$. The effective mode divides it into quanta of size $\Omega$, and therefore needs at least as many.

One may instead choose a single oscillator with frequency $E/S$. It can reproduce both $E$ and $S$, but its squared displacement must be $2S/(E/S)=2S^2/E$. Substitution of $S=\tfrac12\Delta Q^2\langle\omega\rangle$ and $E=\tfrac12\Delta Q^2\Omega^2$ gives the displacement $\Delta Q\langle\omega\rangle/\Omega\le\Delta Q$. A single harmonic mode has two parameters, so it can match any two of $\Delta Q$, $E$ and $S$. It matches all three only under the equality condition.

## Second half: temperature, line width and a worked example

### Symbols and results carried over

The modes have frequencies $\omega_k$ and mass-weighted displacements $q_k$, with $\Delta Q^2=\sum_kq_k^2$. Angle brackets around a function of frequency denote an average with weights $p_k=q_k^2/\Delta Q^2$. The relaxation energy is $E=\tfrac12\sum_k\omega_k^2q_k^2$, and the total Huang–Rhys factor is $S=\sum_kS_k$ with $S_k=\tfrac12\omega_kq_k^2$. The effective mode has $\Omega^2=\langle\omega^2\rangle$ and displacement $\Delta Q$. It satisfies $\tfrac12\Omega^2\Delta Q^2=E$ and $S_{\rm eff}=\tfrac12\Omega\Delta Q^2\ge S$. The formulas use $\hbar=1$; $k_B$ is Boltzmann's constant and $T$ the temperature.

### A worked case at zero temperature

Take four groups of modes with phonon energies 20, 35, 70 and 85 meV. Their displacements are 1.2, 0.9, 0.5 and 0.3 amu$^{1/2}$ Å. These are round model values in the rough regime of a carbon acceptor on a nitrogen site in GaN. They are not a computed phonon spectrum of that defect.

To use these units, restore $\hbar$ through $u=\hbar^2/(\mathrm{amu\,Å^2})=4.1802$ meV. With $\omega$ read as a phonon energy in meV and $q$ as a number of amu$^{1/2}$ Å,

$$S_k=\frac{\omega_kq_k^2}{2u},\qquad E_k=\frac{\omega_k^2q_k^2}{2u}.$$

For the first group, $S_1=20\times1.44/(2\times4.1802)=3.445$. The four groups give

$$S=3.445+3.391+2.093+0.915=9.844,$$

$$E=68.9+118.7+146.5+77.8=411.9\ \text{meV}.$$

The softest group has 56% of the squared displacement but about 17% of the energy. The squared displacement is $1.44+0.81+0.25+0.09=2.59$ amu Å$^2$, so

$$\Omega=\sqrt{\frac{2\times4.1802\times411.89}{2.590}}=36.46\ \text{meV},$$

$$S_{\rm eff}=\frac{411.89}{36.463}=11.30 .$$

The energy agrees by construction of the effective mode, while its phonon number is 1.45 too high, or 15% relative to the mode sum. The weighted mean phonon energy is 31.78 meV and the standard deviation is 17.88 meV. The ratio formula gives $\sqrt{1+(17.88/31.78)^2}=1.147$. For displaced modes between 20 and 85 meV the upper bound is $105/(2\sqrt{1700})=1.273$.

A modest error in an exponent is a large error in a small weight. The zero-phonon weight is $5.3\times10^{-5}$ for the four groups and $1.2\times10^{-5}$ for the effective mode. Their ratio is $e^{-1.452}=0.23$.

The effective mode reproduces the relaxation energy exactly but never gives too small a Huang–Rhys factor; in the worked example it is 15% too high. What remains is the optical line width, the effect of temperature on the zero-phonon exponent, and the effects that the worked example leaves out.
